# Optimal Linear Mixing and the Contraction Factor of Self-Consistent Iterations

In a self-consistent mean-field calculation, an input density fixes a potential, and the electrons in that potential form an output density. The obvious procedure is to use the output as the next input. This can fail even when the starting density is almost right. In the 12-site model treated below, a small error of the least favourable shape is multiplied by about \(-3.4\) at each repetition: too much charge on a site becomes, one step later, an even larger deficit.

Damping the update cures this, but too little damping leaves the instability in place and too much makes the calculation slow. The theorem below gives the best compromise and its speed.

## Setting and assumptions

Let the vector \(n\) hold the electron numbers on the sites or grid cells of a finite system, and let \(F(n)\) be the output density for input \(n\). A self-consistent density \(n^*\) satisfies \(F(n^*)=n^*\). Linear mixing with a real parameter \(\alpha\) is

\[
n_{k+1}=n_k+\alpha\,[F(n_k)-n_k].
\]

Undamped repetition is the case \(\alpha=1\). The assumptions are these.

1. A self-consistent density \(n^*\) exists, and \(F\) is twice continuously differentiable near it.
2. The input and output densities contain the same number of electrons. The error \(e_k=n_k-n^*\) then lies in the space \(V\) of neutral vectors, those whose components sum to zero.
3. A density change \(\delta n\) changes the potential energy by \(K\delta n\), where \(K\) is a real, symmetric, positive definite matrix.
4. A potential change \(\delta v\) changes the output density, to first order, by \(\chi\,\delta v\). The matrix \(\chi\) is real, symmetric and negative semidefinite, and its columns sum to zero.

Lemma 1 shows that assumption 4 holds for independent electrons at finite temperature. The dielectric operator is

\[
\varepsilon=1-\chi K .
\]

It acts on densities. Its transpose \(1-K\chi\) acts on potentials and has the same eigenvalues. Because the columns of \(\chi\) sum to zero, \(\chi Ke\) is neutral, so \(\varepsilon\) maps \(V\) into itself. Below, its eigenvalues are those on \(V\), with extremes \(\lambda_{\min}\) and \(\lambda_{\max}\), and

\[
\kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .
\]

Errors are measured by \(\|e\|_K=\sqrt{e^{T}Ke}\). If \(K\) is the electrostatic repulsion, \(\tfrac12\|e\|_K^2\) is the electrostatic energy of the error charge.

## Theorem

Under these assumptions the eigenvalues of \(\varepsilon\) on \(V\) are real and at least 1, and the following holds.

**(a)** To first order in the error, the largest factor by which one mixing step can multiply \(\|e\|_K\) is

\[
g(\alpha)=\max\bigl(|1-\alpha\lambda_{\min}|,\;|1-\alpha\lambda_{\max}|\bigr).
\]

All errors of the linearized iteration die out if and only if \(0<\alpha<2/\lambda_{\max}\).

**(b)** For every \(\alpha\),

\[
g(\alpha)\ \ge\ r=\frac{\kappa-1}{\kappa+1},
\]

with equality if and only if

\[
\alpha=\alpha_{\rm opt}=\frac{2}{\lambda_{\min}+\lambda_{\max}} .
\]

**(c)** Let \(0<\alpha<2/\lambda_{\max}\) and \(g(\alpha)<r'<1\). If the full nonlinear iteration starts close enough to \(n^*\), then \(\|e_{k+1}\|_K\le r'\|e_k\|_K\) at every step.

## Lemma 1: the response of independent electrons

*At temperature \(T>0\) and fixed electron number, spin-degenerate electrons with a real symmetric Hamiltonian satisfy assumption 4.*

**Proof.** Let the Hamiltonian \(H\) have real orbitals \(\psi_a(i)\) with energies \(E_a\), and let \(f_a=f(E_a)\) be the Fermi occupations. The density is \(n_i=2\,[f(H)]_{ii}\), where 2 counts the spins.

First keep the chemical potential \(\mu\) fixed. Since \(f(H)\) commutes with \(H\) before and after the perturbation, the first-order part of the commutator vanishes: \([H,\delta f]+[\delta H,f]=0\). Its matrix element between orbitals \(a\) and \(b\) is

\[
(E_a-E_b)\,\delta f_{ab}+\delta H_{ab}\,(f_b-f_a)=0 .
\]

Hence

\[
\delta f_{ab}=D_{ab}\,\delta H_{ab},\qquad D_{ab}=\frac{f_a-f_b}{E_a-E_b}.
\]

For \(E_a=E_b\) the quotient is replaced by the derivative \(f'(E_a)\). To see this, choose orbitals that diagonalize \(\delta H\) within the level; each energy then shifts by \(\delta H_{aa}\), and its occupation by \(f'(E_a)\,\delta H_{aa}\). The Fermi function decreases strictly, so every \(D_{ab}\) is negative.

A potential change has \(\delta H_{ab}=\sum_j\psi_a(j)\psi_b(j)\,\delta v_j\). Therefore \(\delta n=-M\delta v\) with

\[
M_{ij}=-2\sum_{ab}D_{ab}\,\psi_a(i)\psi_b(i)\psi_a(j)\psi_b(j).
\]

This matrix is symmetric, and for any real vector \(x\)

\[
x^{T}Mx=2\sum_{ab}(-D_{ab})\Bigl[\sum_i x_i\psi_a(i)\psi_b(i)\Bigr]^2\ge 0 .
\]

The sum vanishes only if every bracket does. The brackets are the matrix elements of the diagonal operator with entries \(x_i\), so then \(x=0\). Thus \(M\) is positive definite.

Now fix the electron number. The occupations depend on \(H-\mu\), so a shift \(\delta\mu\) acts like a uniform potential \(-\delta\mu\). Writing \(\mathbf 1\) for the vector of ones,

\[
\delta n=-M(\delta v-\mathbf 1\,\delta\mu).
\]

The condition \(\mathbf 1^{T}\delta n=0\) gives \(\delta\mu=\mathbf 1^{T}M\delta v/(\mathbf 1^{T}M\mathbf 1)\). Inserting this,

\[
-\chi=M-\frac{M\mathbf 1\mathbf 1^{T}M}{\mathbf 1^{T}M\mathbf 1}.
\]

This matrix is symmetric. Multiplying by \(\mathbf 1^{T}\) from the left gives zero, so its columns sum to zero. Finally,

\[
x^{T}(-\chi)x=x^{T}Mx-\frac{(\mathbf 1^{T}Mx)^2}{\mathbf 1^{T}M\mathbf 1}\ge0
\]

by the Cauchy–Schwarz inequality for the inner product \(x^{T}My\). Equality holds only if \(x\) is proportional to \(\mathbf 1\): a uniform potential moves no charge. ∎

## Lemma 2: propagation of a small error

*One mixing step gives \(e_{k+1}=(1-\alpha\varepsilon)e_k+\alpha\,\rho(e_k)\), where \(\|\rho(e)\|_K\le C\|e\|_K^2\) near \(e=0\) for some constant \(C\).*

**Proof.** An input error \(e\) changes the potential by \(Ke\) and so the output by \(\chi Ke\) to first order. Since \(F(n^*)=n^*\), Taylor's theorem gives \(F(n^*+e)=n^*+\chi Ke+\rho(e)\) with a quadratically small remainder. Subtract \(n^*\) from both sides of the mixing rule:

\[
e_{k+1}=e_k+\alpha\,[\chi Ke_k+\rho(e_k)-e_k]
=(1-\alpha\varepsilon)e_k+\alpha\rho(e_k),
\]

because \(\chi K-1=-\varepsilon\). ∎

The residual \(F(n)-n\) is thus \(-\varepsilon e\) to first order. The ideal correction \(-e\) would be \(\varepsilon^{-1}\) times the residual. Linear mixing replaces the operator \(\varepsilon^{-1}\) by a single number \(\alpha\), which cannot suit all error shapes unless all eigenvalues are equal.

## Lemma 3: the spectrum

*On \(V\), \(\varepsilon\) has a complete set of eigenvectors that are orthonormal in the inner product \(\langle a,b\rangle=a^{T}Kb\). Its eigenvalues are real and at least 1.*

**Proof.** The expression

\[
\langle a,\varepsilon b\rangle=a^{T}Kb-a^{T}K\chi Kb
\]

is unchanged when \(a\) and \(b\) are exchanged, since \(K\) and \(K\chi K\) are symmetric. So \(\varepsilon\) is self-adjoint in this inner product, and the spectral theorem supplies the eigenvectors and real eigenvalues. For \(\varepsilon u=\lambda u\), set \(a=b=u\) and divide by \(u^{T}Ku>0\):

\[
\lambda=1+\frac{(Ku)^{T}(-\chi)(Ku)}{u^{T}Ku}\ \ge 1 .
\]

∎

The excess \(\lambda-1\) measures the strength of the response: an input error along the eigenvector \(u\) produces the output error \(\chi Ku=-(\lambda-1)u\), which is larger than the input error only when \(\lambda>2\). The minus sign expresses screening: along an eigenvector with \(\lambda>1\), the response opposes the input error on every site where that error is nonzero. For a mixture of eigenvectors this need not hold site by site, because each part responds with its own strength.

## Proof of the theorem

**Part (a).** Expand the error in the eigenvectors of Lemma 3, \(e=\sum_j c_ju_j\). To first order, a step multiplies \(c_j\) by \(1-\alpha\lambda_j\). By orthonormality,

\[
\|(1-\alpha\varepsilon)e\|_K^2=\sum_j(1-\alpha\lambda_j)^2c_j^2
\le\max_j(1-\alpha\lambda_j)^2\;\|e\|_K^2 .
\]

Equality is reached when \(e\) is the eigenvector with the largest factor. As a function of \(\lambda\), \(|1-\alpha\lambda|\) is convex, so its maximum over \([\lambda_{\min},\lambda_{\max}]\) lies at an end. Both ends are eigenvalues, which gives \(g(\alpha)\).

All components die out if and only if \(-1<1-\alpha\lambda_j<1\) for every \(j\), that is, \(0<\alpha\lambda_j<2\). Since the eigenvalues are positive, this means \(0<\alpha<2/\lambda_{\max}\).

**Part (b).** From the definition of \(g\),

\[
g\ge 1-\alpha\lambda_{\min},\qquad g\ge\alpha\lambda_{\max}-1 .
\]

Multiply the first inequality by \(\lambda_{\max}\), the second by \(\lambda_{\min}\), and add. The terms \(\mp\alpha\lambda_{\min}\lambda_{\max}\) cancel:

\[
g\,(\lambda_{\max}+\lambda_{\min})\ge\lambda_{\max}-\lambda_{\min}.
\]

Division by the positive sum, and then of numerator and denominator by \(\lambda_{\min}\), yields

\[
g\ge\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{\kappa-1}{\kappa+1}.
\]

Both weights are positive, so equality requires equality in both starting inequalities. Then \(1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1\), which gives \(\alpha=2/(\lambda_{\min}+\lambda_{\max})\). Conversely, at this \(\alpha\),

\[
1-\alpha\lambda_{\min}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=-(1-\alpha\lambda_{\max}),
\]

so the bound is attained.

**Part (c).** Lemma 2 and part (a) give

\[
\|e_{k+1}\|_K\le[g(\alpha)+\alpha C\|e_k\|_K]\,\|e_k\|_K .
\]

The bracket is at most \(r'\) once \(\|e_k\|_K\le(r'-g)/(\alpha C)\) and \(e_k\) lies where Lemma 2 applies. Since \(r'<1\), the next error is smaller and satisfies the same conditions. ∎

## Remarks

**The two sides of the optimum.** For \(0<\alpha<\alpha_{\rm opt}\), \(g=1-\alpha\lambda_{\min}\): the weakly responding mode is corrected too slowly. Above it, \(g=\alpha\lambda_{\max}-1\): the strongly responding mode overshoots and changes sign at each step. The slopes are \(-\lambda_{\min}\) and \(\lambda_{\max}\), so an excess of \(\alpha\) costs \(\kappa\) times as much in \(g\) as an equal shortfall.

**Number of steps.** In the linear regime, \(m\) steps at \(\alpha_{\rm opt}\) reduce the error at least to \(r^m\) times its initial value. To reach a fraction \(\delta<1\), it suffices that \(m\ge\ln(1/\delta)/(-\ln r)\). For \(\kappa>1\),

\[
-\ln r=\ln\frac{1+1/\kappa}{1-1/\kappa}
=2\left(\frac1\kappa+\frac1{3\kappa^3}+\dots\right)\ge\frac2\kappa ,
\]

since all terms of the series are positive. Hence \(m\ge\tfrac{\kappa}{2}\ln(1/\delta)\) is also sufficient, and for large \(\kappa\) the cost guaranteed by this estimate grows in proportion to \(\kappa\). In the opposite limit \(\kappa=1\), \(r=0\) and one step removes the first-order error.

**Why large metals are difficult.** Take a uniform three-dimensional metal in a periodic cell whose longest side is \(L\), in the Thomas–Fermi approximation. A potential wave of wavenumber \(q\neq0\) gives \(\delta n=-D\,\delta v\) with a constant \(D>0\), and Coulomb repulsion gives \(K(q)=A/q^2\) with a constant \(A>0\). Then

\[
\lambda(q)=1+\frac{q_s^2}{q^2},\qquad q_s^2=AD .
\]

The smallest allowed wavenumber is \(2\pi/L\), so \(\lambda_{\max}=1+(q_sL/2\pi)^2\). With a fixed short-wavelength cutoff, \(\lambda_{\min}\) stays finite and \(\kappa\) grows as \(L^2\) for large \(L\). Charge then sloshes over long distances unless \(\alpha\) is made small, and a small \(\alpha\) slows the short waves. The \(L^2\) law rests on the bulk kernel \(A/q^2\). It does not apply to the chain treated below, whose repulsion falls off as \(1/|i-j|\) along a line. With the same parameters, one electron per site and no impurity, \(\lambda_{\max}\) of that chain rises only from 4.37 at 12 sites to 7.43 at 48 and 10.46 at 160.

**A safe choice from a bound.** Suppose only some \(\Lambda\ge\lambda_{\max}\) is known. The spectrum lies in \([1,\Lambda]\), and \(\alpha=2/(1+\Lambda)\) gives, by the same endpoint argument, a factor of at most \((\Lambda-1)/(\Lambda+1)\). One such bound uses the largest eigenvalues \(\|K\|\) of \(K\) and \(\|\chi\|\) of \(-\chi\). In Lemma 3,

\[
(Ku)^{T}(-\chi)(Ku)\le\|\chi\|\,u^{T}K^2u\le\|\chi\|\,\|K\|\,u^{T}Ku,
\]

so \(\Lambda=1+\|K\|\,\|\chi\|\) will do.

**The meaning of \(\kappa\).** Here \(\kappa\) is a ratio of eigenvalues. The matrix \(\varepsilon\) is in general not symmetric, so its ratio of singular values, the usual condition number of a matrix, can differ. Likewise, the factor \(r\) per step belongs to the norm \(\|\cdot\|_K\). If \(s_{\min}\) and \(s_{\max}\) are the extreme eigenvalues of \(K\), then \(s_{\min}\|e\|_2^2\le\|e\|_K^2\le s_{\max}\|e\|_2^2\), where \(\|\cdot\|_2\) is the Euclidean norm. In the linear regime, therefore,

\[
\|e_m\|_2\le\sqrt{s_{\max}/s_{\min}}\;r^m\,\|e_0\|_2 .
\]

The prefactor does not accumulate, so the long-run rate is still bounded by \(r\).

**Where the result stops.** The optimum is for the worst error shape. In the linearized iteration, a start that lacks one of the extreme modes may converge faster with another \(\alpha\). In the full iteration this gain is not assured: the remainder \(\rho\) of Lemma 2 can put the missing mode back, and that mode is then multiplied by its own factor \(|1-\alpha\lambda|\) per step. This factor can exceed 1. If the mode with \(\lambda_{\max}\) is missing and \(\alpha=2/(\lambda_{\min}+\lambda')\) is tuned to the next eigenvalue \(\lambda'\), then \(\alpha>2/\lambda_{\max}\) whenever \(\lambda_{\min}+\lambda'<\lambda_{\max}\), and the returned mode grows. Far from \(n^*\) the theorem makes no statement.

If \(K\) includes an attractive exchange-correlation part, it may fail to be positive definite, and eigenvalues below 1 become possible. In the setting of Lemma 1, \(-\chi\) is positive definite on \(V\), and the inner product \(a^{T}(-\chi)^{-1}b\), with the inverse taken on \(V\), can be used instead: \(a^{T}(-\chi)^{-1}\varepsilon b=a^{T}(-\chi)^{-1}b+a^{T}Kb\) is symmetric. The formulas for \(\alpha_{\rm opt}\) and \(r\) then survive in the new norm as long as all eigenvalues are positive. A negative eigenvalue gives \(1-\alpha\lambda>1\) for every \(\alpha>0\), and no positive mixing parameter works.

## A twelve-site chain

Consider an open chain of 12 sites with 12 electrons, hopping energy 1 eV and \(k_BT=0.2\) eV. Site 3 has its level lowered by 1 eV. The repulsion is \(K_{ij}=U/\sqrt{1+(i-j)^2}\) with \(U=4\) eV, acting on the deviation from one electron per site. The eigenvalues of \(K\) run from 0.494 to 18.42 eV, so \(K\) is positive definite. At self-consistency, site 3 holds 1.27 electrons.

The spectrum of \(\varepsilon\) on neutral errors has \(\lambda_{\min}=1.3586\) and \(\lambda_{\max}=4.4212\). Hence

\[
\kappa=\frac{4.4212}{1.3586}=3.254,\qquad
\alpha_{\rm opt}=\frac{2}{1.3586+4.4212}=0.346,
\]

\[
r=\frac{3.254-1}{3.254+1}=0.530 .
\]

The stability limit is \(2/4.4212=0.452\). The undamped value \(\alpha=1\) lies beyond it, and its worst factor is \(|1-4.4212|=3.42\), the growth described at the beginning. The growth is not unlimited, because a site holds between 0 and 2 electrons: in this model the undamped iteration ends by alternating between two wrong densities.

The numerical check runs the full nonlinear iteration from a small error containing the two extreme modes in equal amounts. The last step of each run gives the measured factor:

| Choice of \(\alpha\) | \(\alpha\) | \(g(\alpha)\) | measured |
|---|---|---|---|
| half the optimum | 0.173 | 0.765 | 0.765 |
| optimum | 0.346 | 0.530 | 0.530 |
| 1.1 × optimum | 0.381 | 0.683 | 0.683 |
| 1.05 × limit | 0.475 | 1.100 | 1.100 |
| undamped | 1.000 | 3.421 | 3.421 |

To reduce the error by a factor of \(10^6\), the linear theory shows that \(\ln 10^6/(-\ln r)=13.816/0.6351=21.75\), hence 22 steps, suffice at the optimum; the simpler estimate \(\tfrac{\kappa}{2}\ln 10^6=22.5\) allows 23. The count for the two-mode start is 22. Starting from one electron per site also takes 22 steps at the optimum and 51 at half the optimum. This start is still close to the linear regime: in \(\|\cdot\|_K\), the remainder \(\rho\) is about 6% of the first-order response \(\chi Ke\). The counts therefore say nothing about starts far from \(n^*\).

The safe choice uses \(\|\chi\|=1.067\) eV\(^{-1}\), so \(\Lambda=1+18.42\times1.067=20.65\), well above the true \(\lambda_{\max}\). It gives \(\alpha=2/21.65=0.092\) and guarantees a factor of at most 0.908. The actual worst factor is 0.8745, and the uniform start needs 101 steps. That is the price of knowing only a loose bound. Part of it can be avoided. Since \(\chi\) gives no response to a uniform potential and \(u\) is neutral, the same argument holds with \(\|K\|\) replaced by the largest eigenvalue of \(K\) restricted to \(V\). Here that is 9.33 eV, which gives \(\Lambda=10.95\) and 53 steps.

The choice of norm is visible too. At \(\alpha_{\rm opt}\), a single step can leave up to 0.883 of the error in the Euclidean norm, compared with 0.530 in \(\|\cdot\|_K\). The ratio of singular values of \(\varepsilon\) on \(V\) is 3.73, not 3.25; inserting it in the formula for \(r\) would give the wrong rate.

## Computed values

```
sites 12, electrons 12
hopping 1.0 eV, on-site repulsion 4.0 eV
k_B T 0.2 eV
impurity: site 3, level -1.0 eV
self-consistent electrons per site:
  1.0063 0.9041 1.2711 0.8660 1.0183 0.9739
  1.0007 0.9881 0.9975 0.9899 0.9985 0.9858
largest residual at fixed point 9.9e-14 electrons
largest |finite difference - chi K| 3.8e-10
K eigenvalues: min 0.4938 eV, max 18.4165 eV
largest eigenvalue of -chi 1.0670 1/eV
eigenvalues of eps on neutral errors (dimensionless):
  1.3586 1.3712 1.4317 1.4385 1.5314 1.7385
  1.9691 2.2676 2.7001 3.4033 4.4212
lambda_min 1.35857, lambda_max 4.42124
kappa = lambda_max/lambda_min 3.25434
optimal alpha, formula 0.34603
optimal alpha, numerical search 0.34603
best factor, formula 0.52989
best factor, numerical search 0.52989
stability limit 2/lambda_max 0.45236
upper bound Lambda on lambda_max 20.6510
factor guaranteed by safe choice 0.90763
case: alpha, predicted factor, measured factor
  half optimal: 0.17302, 0.76495, 0.76495
  safe choice: 0.09237, 0.87450, 0.87450
  optimal: 0.34603, 0.52989, 0.52989
  1.1 x optimal: 0.38064, 0.68288, 0.68288
  1.05 x limit: 0.47498, 1.10000, 1.10000
  no damping: 1.00000, 3.42124, 3.42103
steps to reduce the error by 1e6:
  ln(1e6)/(-ln r) 21.75
  (kappa/2) ln(1e6) 22.48
  counted, two extreme modes, optimal alpha 22
  counted, uniform start, optimal alpha 22
  counted, uniform start, half optimal 51
  counted, uniform start, safe choice 101
largest one-step factor, Euclidean norm 0.88309
singular-value ratio of eps 3.73242
```
